# Why helium correlation orbitals are compact and bound orbitals alone fail: a numerical check

```python
# Result under test, for the helium ground state (hartree atomic units):
# (A) the MCHF correlation orbital p in c0|1s^2> + c1|2p^2> has eigenvalue
#     eps_p = E - <p|h|p> and takes the size of the 1s shell;
# (B) CI over bound spectroscopic orbitals alone converges to an energy that is
#     too high, because the continuum part of the orbital set is missing.
# h = one-electron operator with the bare nucleus, J = Coulomb potential of the
# HF 1s orbital, f = h + J.  P(r) = r R(r) are radial functions on a grid.
# Y[k] maps a radial density to its multipole potential of order k.
import numpy as np
from math import factorial, sqrt
from numpy.polynomial.legendre import leggauss, legvander
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, solve_banded
from scipy.special import eval_genlaguerre, gammaln, zeta
from scipy.constants import physical_constants

Z = 2.0
L_MAX = 3
N_MAX = 10
HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# ---------- radial grid: Gauss-Legendre panels, dense near the nucleus ----------
n_panel, n_node, r_max = 64, 12, 500.0
x, wx = leggauss(n_node)
edges = r_max * np.linspace(0.0, 1.0, n_panel + 1) ** 2.5
half = 0.5 * np.diff(edges)
r = (0.5 * (edges[1:] + edges[:-1])[:, None] + half[:, None] * x).ravel()
w = (half[:, None] * wx).ravel()

# running integrals from 0 to r and from r to the end of the grid
leg = legvander(x, n_node)
int_leg = np.empty((n_node, n_node))
int_leg[:, 0] = x + 1.0
for m in range(1, n_node):
    int_leg[:, m] = (leg[:, m + 1] - leg[:, m - 1]) / (2 * m + 1)
inside_panel = int_leg @ ((np.arange(n_node) + 0.5)[:, None] * leg[:, :n_node].T * wx)
ones_panel = np.ones((n_panel, n_panel))
ones_node = np.ones((n_node, n_node))
inner = (np.kron(np.tril(ones_panel, -1), ones_node) * w
         + np.kron(np.diag(half), inside_panel))
outer = (np.kron(np.triu(ones_panel, 1), ones_node) * w
         + np.kron(np.diag(half), wx[None, :] - inside_panel))
Y = [(r ** (-k - 1.0))[:, None] * inner * r ** k
     + (r ** float(k))[:, None] * outer * r ** (-k - 1.0)
     for k in range(2 * L_MAX + 1)]


def basis(l, count, a):
    """Orthonormal Laguerre functions on the grid and the matrix of h."""
    n = np.arange(count)[:, None]
    y = 2.0 * a * r[None, :]
    norm = np.exp(0.5 * (np.log(2 * a) + gammaln(n + 1) - gammaln(n + 2 * l + 3)))
    lag = eval_genlaguerre(n, 2.0 * l + 2.0, y)
    dlag = -np.where(n > 0, eval_genlaguerre(np.maximum(n - 1, 0), 2.0 * l + 3.0, y), 0.0)
    env = norm * y ** l * np.exp(-y / 2)
    fun = env * y * lag
    der = 2 * a * env * ((l + 1 - y / 2) * lag + y * dlag)
    h = 0.5 * (der * w) @ der.T
    h += (fun * (w * (l * (l + 1) / (2 * r ** 2) - Z / r))) @ fun.T
    return fun, 0.5 * (h + h.T)


def local(fun, potential):
    return (fun * (w * potential)) @ fun.T


def exchange(fun, orbital):
    prod = fun * orbital
    mat = (prod * w) @ (Y[1] @ prod.T)
    return 0.5 * (mat + mat.T)


def slater(k, rho1, rho2):
    return (w * rho1) @ (Y[k] @ rho2)


def radius(P):
    return np.sum(w * r * P * P)


def two_config(Ps, Is, Pp, Ip):
    """Energy and coefficients of c0|s^2> + c1|p^2>, and the matrix elements."""
    Es = 2 * Is + slater(0, Ps * Ps, Ps * Ps)
    Ep = 2 * Ip + slater(0, Pp * Pp, Pp * Pp) + 0.4 * slater(2, Pp * Pp, Pp * Pp)
    V = slater(1, Ps * Pp, Ps * Pp) / sqrt(3)
    val, vec = np.linalg.eigh(np.array([[Es, V], [V, Ep]]))
    c = vec[:, 0] * np.sign(vec[0, 0])
    return val[0], c[0], c[1], Es, Ep, V


def lowest(matrix, old, keep):
    v = np.linalg.eigh(matrix)[1][:, 0]
    v = v * np.sign(v @ old) + keep * old
    return v / np.linalg.norm(v)


# ---------- Hartree-Fock 1s ----------
B0, h0 = basis(0, 24, 2.0)
B1, h1 = basis(1, 24, 2.0)
s = np.eye(24)[0]
for _ in range(60):
    P = s @ B0
    s = lowest(h0 + local(B0, Y[0] @ (P * P)), s, 0.2)
P_hf = s @ B0
I_hf = s @ h0 @ s
J_hf = Y[0] @ (P_hf * P_hf)
eps_hf = I_hf + np.sum(w * J_hf * P_hf ** 2)
E_hf = eps_hf + I_hf

# ---------- two-configuration MCHF ----------
p = np.eye(24)[0]


def p_operator(Ps, Pp, c0, c1):
    dens = Pp * Pp
    return (h1 + local(B1, Y[0] @ dens + 0.4 * (Y[2] @ dens))
            + c0 / (c1 * sqrt(3)) * exchange(B1, Ps))


for _ in range(90):
    Ps, Pp = s @ B0, p @ B1
    _, c0, c1, _, _, _ = two_config(Ps, s @ h0 @ s, Pp, p @ h1 @ p)
    p_new = lowest(p_operator(Ps, Pp, c0, c1), p, 0.3)
    s = lowest(h0 + local(B0, Y[0] @ (Ps * Ps))
               + c1 / (c0 * sqrt(3)) * exchange(B0, Pp), s, 0.3)
    p = p_new
Ps, Pp = s @ B0, p @ B1
I_s, I_p = s @ h0 @ s, p @ h1 @ p
E_mc, c0, c1, Ess, Epp, V_mc = two_config(Ps, I_s, Pp, I_p)
A_op = p_operator(Ps, Pp, c0, c1)
eps_p = p @ A_op @ p
assert np.linalg.norm(A_op @ p - eps_p * p) < 1e-6
assert abs(eps_p - (E_mc - I_p)) < 1e-7
assert eps_p < E_mc + Z ** 2 / 8


def energy_of(sv, pv):
    sv, pv = sv / np.linalg.norm(sv), pv / np.linalg.norm(pv)
    return two_config(sv @ B0, sv @ h0 @ sv, pv @ B1, pv @ h1 @ pv)[0]


# the energy itself must be stationary, and a minimum, at the SCF solution
rng = np.random.default_rng(4)
for _ in range(3):
    q = np.zeros(24)
    q[:6] = rng.normal(size=6)
    q /= np.linalg.norm(q)
    d = 1e-4
    assert abs(energy_of(s, p + d * q) - energy_of(s, p - d * q)) / (2 * d) < 1e-6
    assert abs(energy_of(s + d * q, p) - energy_of(s - d * q, p)) / (2 * d) < 1e-6
    assert energy_of(s, p + 0.01 * q) > E_mc and energy_of(s, p - 0.01 * q) > E_mc

# ---------- tail of the correlation orbital ----------
# A global basis does not secure the relative accuracy of a tail of order 1e-6,
# so both orbital equations are solved by finite differences outside r = 2.
eps_s = E_mc - I_s
tail_A = -c0 / (c1 * sqrt(3)) * np.sum(w * r * Ps * Pp) / (eps_s - eps_p)
start = np.argmin(abs(r - 2.0))
step = 0.005
g = r[start] + step * np.arange(4800)


def on_tail_grid(values):
    return CubicSpline(r, values)(g)


def solve_outward(potential, eps, source, first):
    """Solve -P''/2 + (potential - eps) P = -source, P = first at the left end."""
    n = len(g) - 2
    band = np.full((3, n), -0.5 / step ** 2)
    band[1] = 1 / step ** 2 + potential[1:-1] - eps
    rhs = -source[1:-1].copy()
    rhs[0] += first / (2 * step ** 2)
    return np.concatenate([[first], solve_banded((1, 1), band, rhs), [0.0]])


Y1_sp = on_tail_grid(Y[1] @ (Ps * Pp))
V_s = -Z / g + on_tail_grid(Y[0] @ (Ps * Ps))
V_p = 1 / g ** 2 - Z / g + on_tail_grid(Y[0] @ (Pp * Pp) + 0.4 * (Y[2] @ (Pp * Pp)))
Ps_out = solve_outward(V_s, eps_s, c1 / (c0 * sqrt(3)) * Y1_sp * on_tail_grid(Pp),
                       Ps[start])
Pp_out = solve_outward(V_p, eps_p, c0 / (c1 * sqrt(3)) * Y1_sp * Ps_out, Pp[start])
i4 = np.argmin(abs(r - 4.0))
assert abs(CubicSpline(g, Pp_out)(r[i4]) / Pp[i4] - 1) < 0.01
assert abs(CubicSpline(g, Ps_out)(r[i4]) / Ps[i4] - 1) < 0.01
tail = []
for point in (6.0, 10.0):
    i, j = np.argmin(abs(g - point)), np.argmin(abs(r - point))
    tail.append((g[i], g[i] ** 2 * Pp_out[i] / (Ps_out[i] * tail_A),
                 r[j] ** 2 * Pp[j] / (Ps[j] * tail_A)))
tail_slope = 2 * sqrt(-2 * eps_s) / (eps_s - eps_p)
assert abs(tail[1][1] - 1) < 0.2
assert abs(tail[1][1] - 1) < abs(tail[0][1] - 1)


# ---------- energy gain as a function of the size of a 2p Slater orbital ----------
def size_scan(mean_r):
    z = 2.5 / mean_r
    P2 = sqrt((2 * z) ** 5 / 24) * r ** 2 * np.exp(-z * r)
    E, _, _, Ea, Eb, V = two_config(P_hf, I_hf, P2, z * z / 2 - Z * z / 2)
    return Ea - E, V, Eb - Ea


sizes = np.linspace(0.5, 3.0, 126)
best_size = sizes[np.argmax([size_scan(q)[0] for q in sizes])]
assert 0.7 < best_size / radius(P_hf) < 1.5
for q in (0.6, 1.0, 2.0, 5.0):
    gain, V, gap = size_scan(q)
    assert abs(gain / (V * V / gap) - 1) < 0.02


# ---------- CI for 1S states over given orthonormal orbitals ----------
def angular(l, k, m):
    return (sqrt((2 * l + 1) * (2 * m + 1)) * 0.5
            * np.sum(wx * leg[:, l] * leg[:, k] * leg[:, m]))


def ci_matrix(orbs):
    """orbs[l] = (radial functions, matrix of h); returns H and labels l, a, b."""
    pairs = [np.triu_indices(len(o[0])) for o in orbs]
    rows = []
    for l, (P, h) in enumerate(orbs):
        row = []
        for m, (Q, _) in enumerate(orbs):
            nl, nm = len(P), len(Q)
            dens = (P[:, None, :] * Q[None, :, :]).reshape(nl * nm, -1)
            W = np.zeros((nl * nm, nl * nm))
            for k in range(abs(l - m), l + m + 1, 2):
                W += angular(l, k, m) * ((dens * w) @ (Y[k] @ dens.T))
            W = W.reshape(nl, nm, nl, nm).transpose(0, 2, 1, 3)
            if l == m:
                one = np.eye(nl)
                W = (W + np.einsum("ac,bd->abcd", h, one)
                     + np.einsum("ac,bd->abcd", one, h))
            (i, j), (u, v) = pairs[l], pairs[m]
            W = W[i, j]
            norm = np.sqrt(np.outer(1.0 + (i == j), 1.0 + (u == v)))
            row.append((W[:, u, v] + W[:, v, u]) / norm)
        rows.append(row)
    H = np.block(rows)
    lab_l = np.concatenate([np.full(len(q[0]), l) for l, q in enumerate(pairs)])
    lab_a = np.concatenate([q[0] for q in pairs])
    lab_b = np.concatenate([q[1] for q in pairs])
    return 0.5 * (H + H.T), lab_l, lab_a, lab_b


def ground(H, mask):
    return np.linalg.eigvalsh(H[np.ix_(mask, mask)])[0]


# ---------- bound orbitals only ----------
wide = [basis(l, 60, 0.35) for l in range(L_MAX + 1)]


def bound_set(potential):
    orbs, levels = [], []
    for l, (fun, h) in enumerate(wide):
        e, X = np.linalg.eigh(h + local(fun, potential))
        X = X[:, :N_MAX - l]
        orbs.append((X.T @ fun, X.T @ h @ X))
        levels.append(e[:N_MAX - l])
        assert levels[-1][-1] < 0
    return orbs, levels


def bound_series(orbs):
    H, l, _, b = ci_matrix(orbs)
    return {n: ground(H, b + l + 1 <= n) for n in range(1, N_MAX + 1)}


def limit(E, n):
    return E[n] - (E[n - 1] - E[n]) * n ** 3 * zeta(3.0, n + 1.0)


ryd, ryd_levels = bound_set(J_hf)
ion, ion_levels = bound_set(0.0 * r)
assert abs(ryd_levels[0][0] - eps_hf) < 1e-6
assert abs(ryd_levels[3][-1] * 2 * N_MAX ** 2 + 1) < 1e-3
for l in range(L_MAX + 1):
    n = np.arange(l + 1, N_MAX + 1)
    assert np.max(abs(ion_levels[l] + Z ** 2 / (2 * n ** 2))) < 1e-6
E_ryd, E_ion = bound_series(ryd), bound_series(ion)
assert abs(E_ryd[1] - E_hf) < 1e-6
lim_ryd, lim_ion = limit(E_ryd, N_MAX), limit(E_ion, N_MAX)
for E, lim in ((E_ryd, lim_ryd), (E_ion, lim_ion)):
    assert abs(limit(E, 7) - lim) < 0.25 * (E[7] - lim)
gain9, gain10 = E_ryd[8] - E_ryd[9], E_ryd[9] - E_ryd[10]
fall_power = np.log(gain9 / gain10) / np.log(10 / 9)
assert abs(fall_power - 3) < 0.4

# ---------- compact orbital set, rotated to eigenfunctions of f ----------
full, full_eps = [], []
for l in range(L_MAX + 1):
    fun, h = basis(l, 16, 2.0)
    e, X = np.linalg.eigh(h + local(fun, J_hf))
    full.append((X.T @ fun, X.T @ h @ X))
    full_eps.append(e)
H, lab_l, lab_a, lab_b = ci_matrix(full)
val, vec = eigh(H)
E_full, E_exc, psi = val[0], val[1], vec[:, 0]
eps_table = np.array(full_eps)
n_cont = ((eps_table[lab_l, lab_a] > 0).astype(int)
          + (eps_table[lab_l, lab_b] > 0).astype(int))
E_split = [ground(H, n_cont <= q) for q in (0, 1, 2)]
assert E_split[0] > E_split[1] > E_split[2]
assert abs(E_split[0] - lim_ryd) < 0.005

# natural orbitals, p-wave mean energies, and projection on the bound space
nat_r, inside_weight = [], 0.0
for l in range(L_MAX + 1):
    m = lab_l == l
    C = np.zeros((16, 16))
    C[lab_a[m], lab_b[m]] = psi[m] / np.where(lab_a[m] == lab_b[m], 1.0, sqrt(2))
    C = C + C.T - np.diag(np.diag(C))
    cn, U = np.linalg.eigh(C)
    order = np.argsort(-abs(cn))
    nat_r.append(radius(U[:, order[1 if l == 0 else 0]] @ full[l][0]))
    S = (ryd[l][0] * w) @ full[l][0].T
    inside_weight += np.sum((S @ C @ S.T) ** 2)
    if l == 1:
        p_weight = np.sum(C * C)
        mean_f = np.sum(C * C * full_eps[1][:, None]) / p_weight
        mean_h = np.trace(C.T @ full[1][1] @ C) / p_weight
assert mean_f > 0 and mean_h > 0
error_floor = (E_exc - E_full) * (1 - inside_weight)
assert 0 < error_floor < E_ryd[N_MAX] - E_full
spec_r = [radius(ryd[0][0][1])] + [radius(ryd[l][0][0]) for l in (1, 2, 3)]
for a, b in zip(nat_r, spec_r):
    assert a < 2 * radius(P_hf) and b > 3 * a

# the MCHF correlation orbital seen in the spectrum of f
bound_part = np.sum(((ryd[1][0] * w) @ Pp) ** 2)
mean_f_p = I_p + np.sum(w * J_hf * Pp ** 2)
assert mean_f_p > 0 and bound_part < 0.5
P2p = ryd[1][0][0]
spec = two_config(P_hf, I_hf, P2p, ryd[1][1][0, 0])
gain_spec = spec[3] - spec[0]
assert gain_spec < 0.1 * (E_hf - E_mc)

# ---------- independent reference: Hylleraas functions s^i t^j u^k exp(-alpha s) ----------
alpha = 1.9
powers = [(i, j, k) for i in range(5) for j in (0, 2, 4) for k in range(5)
          if i + j + k <= 4]


def integral(F, G, weight):
    total = 0.0
    for cf, a1, b1, d1 in F:
        for cg, a2, b2, d2 in G:
            for cw, a3, b3, d3 in weight:
                a, b, d = a1 + a2 + a3, b1 + b2 + b3, d1 + d2 + d3
                total += (cf * cg * cw * factorial(a + b + d + 2)
                          / ((b + 1) * (b + d + 2) * (2 * alpha) ** (a + b + d + 3)))
    return total


def with_derivatives(i, j, k):
    fs = [(-alpha, i, j, k)] + ([(i, i - 1, j, k)] if i else [])
    ft = [(j, i, j - 1, k)] if j else []
    fu = [(k, i, j, k - 1)] if k else []
    return [(1.0, i, j, k)], fs, ft, fu


vol = [(1, 2, 0, 1), (-1, 0, 2, 1)]
pot = [(-4 * Z, 1, 0, 1), (1, 2, 0, 0), (-1, 0, 2, 0)]
us = [(1, 1, 0, 2), (-1, 1, 2, 0)]
ut = [(1, 2, 1, 0), (-1, 0, 1, 2)]
funcs = [with_derivatives(*q) for q in powers]
size = len(funcs)
Hh, Sh = np.zeros((size, size)), np.zeros((size, size))
for a, (F, Fs, Ft, Fu) in enumerate(funcs):
    for b, (G, Gs, Gt, Gu) in enumerate(funcs):
        Sh[a, b] = integral(F, G, vol)
        Hh[a, b] = (integral(F, G, pot) + integral(Fs, Gs, vol)
                    + integral(Ft, Gt, vol) + integral(Fu, Gu, vol)
                    + integral(Fu, Gs, us) + integral(Fs, Gu, us)
                    + integral(Fu, Gt, ut) + integral(Ft, Gu, ut))
scale = 1 / np.sqrt(np.diag(Sh))
E_hyl = eigh(Hh * np.outer(scale, scale), Sh * np.outer(scale, scale),
             eigvals_only=True)[0]
assert 0 < E_full - E_hyl < 1e-3
missing = lim_ryd - E_hyl
assert missing > 0.01 and lim_ion - E_hyl > 0.01

# ---------- output ----------
print(f"HF energy {E_hf:.6f} Eh; HF 1s eigenvalue {eps_hf:.5f} Eh")
print(f"HF 1s mean radius {radius(P_hf):.4f} a0")
print("2p Slater orbital of given mean radius, with HF 1s:")
for q in (0.6, 1.0, 2.0, 5.0):
    gain, V, gap = size_scan(q)
    print(f"  <r> {q:.1f} a0: V {V:.5f} Eh, gap {gap:.4f} Eh, gain {1e3*gain:.4f} mEh")
print(f"mean radius with largest gain {best_size:.2f} a0")
print(f"MCHF 1s2+2p2 energy {E_mc:.6f} Eh")
print(f"MCHF c0 {c0:.5f}, c1 {c1:.5f} (no unit)")
print(f"MCHF V {V_mc:.5f} Eh, gap {Epp-Ess:.4f} Eh")
print(f"MCHF gain over HF {1e3*(E_hf-E_mc):.3f} mEh")
print(f"MCHF I_p {I_p:.4f} Eh, eps_p {eps_p:.4f} Eh, eps_s {eps_s:.4f} Eh")
print(f"upper bound E + Z^2/8 on eps_p {E_mc+Z**2/8:.4f} Eh")
print(f"decay length 1/sqrt(2|eps_p|) {1/sqrt(-2*eps_p):.3f} a0")
print(f"MCHF radii: 1s {radius(Ps):.4f} a0, correlation 2p {radius(Pp):.4f} a0")
print(f"tail constant A {tail_A:.4f} a0^2, first correction {tail_slope:.3f} a0 / r")
print("ratio r^2 P_p/(A P_s), no unit (solved tail; global basis near same r):")
for q, ratio, basis_ratio in tail:
    print(f"  r = {q:.2f} a0: {ratio:.4f}; {basis_ratio:.4f}")
print(f"spectroscopic 2p: energy {ryd_levels[1][0]:.5f} Eh, radius {radius(P2p):.3f} a0")
print(f"gain with HF 1s and spectroscopic 2p {1e3*gain_spec:.5f} mEh")
print(f"correlation 2p: weight on bound np, n<=10: {bound_part:.4f} (no unit)")
print(f"correlation 2p: mean of f {mean_f_p:.4f} Eh")
print("CI with bound orbitals up to n, l<=3 (f set; He+ set):")
for n in (1, 2, 3, 5, 7, 10):
    print(f"  n<={n}: {E_ryd[n]:.7f} Eh; {E_ion[n]:.7f} Eh")
print(f"power of n in the fall of the gain (f set) {fall_power:.3f} (no unit)")
print(f"extrapolated limits: f set {lim_ryd:.6f} Eh; He+ set {lim_ion:.5f} Eh")
print("compact set, positive-energy orbitals allowed per configuration:")
for q in range(3):
    print(f"  at most {q}: {E_split[q]:.6f} Eh")
print(f"compact CI l<=3: ground {E_full:.6f} Eh, first excited 1S {E_exc:.5f} Eh")
print(f"Hylleraas energy, {size} terms: {E_hyl:.6f} Eh")
print(f"compact CI minus Hylleraas {1e3*(E_full-E_hyl):.3f} mEh")
print(f"p-wave weight {p_weight:.5f} (no unit), mean f {mean_f:.4f} Eh, mean h {mean_h:.4f} Eh")
print(f"weight of CI state outside bound space n<=10: {1-inside_weight:.5f} (no unit)")
print(f"lower bound on bound-only error {1e3*error_floor:.3f} mEh")
print(f"bound-only error at the limit, f set {1e3*missing:.2f} mEh = {missing*HARTREE_EV:.3f} eV")
print(f"bound-only error at the limit, He+ set {1e3*(lim_ion-E_hyl):.2f} mEh")
print(f"share of correlation energy found by f set {100*(E_hf-lim_ryd)/(E_hf-E_hyl):.3f} percent")
for name, a, b in zip(("2s", "2p", "3d", "4f"), nat_r, spec_r):
    print(f"  {name} radius: natural {a:.3f} a0, spectroscopic {b:.3f} a0")
print("tests ok")
```

Running it gives:

```
HF energy -2.861680 Eh; HF 1s eigenvalue -0.91796 Eh
HF 1s mean radius 0.9273 a0
2p Slater orbital of given mean radius, with HF 1s:
  <r> 0.6 a0: V 0.40133 Eh, gap 13.6961 Eh, gain 11.7501 mEh
  <r> 1.0 a0: V 0.32628 Eh, gap 5.1957 Eh, gain 20.4103 mEh
  <r> 2.0 a0: V 0.12910 Eh, gap 2.4662 Eh, gain 6.7397 mEh
  <r> 5.0 a0: V 0.01179 Eh, gap 2.3285 Eh, gain 0.0597 mEh
mean radius with largest gain 1.02 a0
MCHF 1s2+2p2 energy -2.882281 Eh
MCHF c0 0.99798, c1 -0.06347 (no unit)
MCHF V 0.32464 Eh, gap 5.0841 Eh
MCHF gain over HF 20.601 mEh
MCHF I_p 0.5681 Eh, eps_p -3.4504 Eh, eps_s -0.9370 Eh
upper bound E + Z^2/8 on eps_p -2.3823 Eh
decay length 1/sqrt(2|eps_p|) 0.381 a0
MCHF radii: 1s 0.9235 a0, correlation 2p 1.0012 a0
tail constant A 3.4017 a0^2, first correction 1.089 a0 / r
ratio r^2 P_p/(A P_s), no unit (solved tail; global basis near same r):
  r = 6.00 a0: 1.2805; 1.2849
  r = 10.00 a0: 1.1381; 1.4595
spectroscopic 2p: energy -0.12743 Eh, radius 4.865 a0
gain with HF 1s and spectroscopic 2p 0.08536 mEh
correlation 2p: weight on bound np, n<=10: 0.1012 (no unit)
correlation 2p: mean of f 1.5139 Eh
CI with bound orbitals up to n, l<=3 (f set; He+ set):
  n<=1: -2.8616799 Eh; -2.7500000 Eh
  n<=2: -2.8619930 Eh; -2.8334052 Eh
  n<=3: -2.8621754 Eh; -2.8429084 Eh
  n<=5: -2.8623035 Eh; -2.8477353 Eh
  n<=7: -2.8623455 Eh; -2.8491188 Eh
  n<=10: -2.8623696 Eh; -2.8498813 Eh
power of n in the fall of the gain (f set) 3.008 (no unit)
extrapolated limits: f set -2.862395 Eh; He+ set -2.85067 Eh
compact set, positive-energy orbitals allowed per configuration:
  at most 0: -2.862301 Eh
  at most 1: -2.869097 Eh
  at most 2: -2.903281 Eh
compact CI l<=3: ground -2.903281 Eh, first excited 1S -2.14592 Eh
Hylleraas energy, 22 terms: -2.903709 Eh
compact CI minus Hylleraas 0.428 mEh
p-wave weight 0.00397 (no unit), mean f 1.4724 Eh, mean h 0.5548 Eh
weight of CI state outside bound space n<=10: 0.00769 (no unit)
lower bound on bound-only error 5.825 mEh
bound-only error at the limit, f set 41.31 mEh = 1.124 eV
bound-only error at the limit, He+ set 53.04 mEh
share of correlation energy found by f set 1.701 percent
  2s radius: natural 1.316 a0, spectroscopic 4.771 a0
  2p radius: natural 1.056 a0, spectroscopic 4.865 a0
  3d radius: natural 1.080 a0, spectroscopic 10.495 a0
  4f radius: natural 1.093 a0, spectroscopic 18.000 a0
tests ok
```
